# The Scale Length of a Gate Dielectric on Depleted Silicon: verification in Python

```python
# RESULT UNDER TEST: a gate dielectric (thickness t, permittivity ei) on
# depleted silicon (depth W, permittivity es), between equipotential planes,
# has lateral modes exp(-k x), k = pi/lambda, with
#     es sin(k t) cos(k W) + ei cos(k t) sin(k W) = 0.
# The largest lambda is the scale length; for ei = es it equals t + W.
# Lengths are in nm and potentials in V unless a name says otherwise.
# Independent side: finite-volume eigenvalues and 2D Poisson solutions.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def secular(k, t, W, ei, es, lib=np):
    return (es * lib.sin(k * t) * lib.cos(k * W)
            + ei * lib.cos(k * t) * lib.sin(k * W))


def scale_length(t, W, ei, es):
    upper = np.pi / max(t, W, 2 * min(t, W)) * (1 + 1e-6)
    k = brentq(secular, 1e-6, upper, args=(t, W, ei, es),
               xtol=1e-15, rtol=1e-14)
    return np.pi / k


def strip(layers, h):
    """Finite-volume data; layer = (thickness, normal eps, lateral eps)."""
    en = np.concatenate([np.full(round(d / h), a) for d, a, b in layers])
    el = np.concatenate([np.full(round(d / h), b) for d, a, b in layers])
    return en, (el[:-1] + el[1:]) / 2


def numeric_lengths(layers, count=1, screening=None, h=0.05):
    """Lambda from the discretized layered operator, silicon layer last."""
    en, mass = strip(layers, h)
    diagonal = (en[:-1] + en[1:]) / mass / h**2
    off = -en[1:-1] / np.sqrt(mass[:-1] * mass[1:]) / h**2
    if screening is not None:
        n_above = sum(round(layer[0] / h) for layer in layers[:-1])
        index = np.arange(1, len(en)) - n_above
        weight = np.where(index > 0, 1.0, np.where(index == 0, 0.5, 0.0))
        response = screening(np.maximum(index, 0) * h)
        diagonal = diagonal + layers[-1][1] * weight * response / mass
    k2 = eigh_tridiagonal(diagonal, off, eigvals_only=True, select='i',
                          select_range=(0, count - 1))
    return np.pi / np.sqrt(k2)


def two_layers(t, W, ei, es):
    return [(t, ei, ei), (W, es, es)]


# Rough inputs in the regime of a hafnium-oxide gate on bulk silicon
t, W, ei, es = 3.0, 20.0, 20.0, 11.7
eps_oxide, psi_s, temperature, gate_length = 3.9, 0.9, 300.0, 45.0
source_potential, n_intrinsic = 1.05, 1e10       # V, cm^-3
interlayer, lateral_eps = 0.5, 25.0
barrier_eV, tunnel_mass, confinement_mass = 1.5, 0.15, 0.92
VT = sc.k * temperature / sc.e

# Doping from the Gaussian depletion formula, checked through SI units
e_esu = sc.e * sc.c * 10
psi_statvolt = psi_s / (sc.c * 1e-6)
doping = es * psi_statvolt / (2 * np.pi * e_esu * (W * 1e-7)**2)
W_si = np.sqrt(2 * es * sc.epsilon_0 * psi_s / (sc.e * doping * 1e6))
assert abs(W_si * 1e9 / W - 1) < 1e-6

# Transcendental equation and root bounds against the discretized operator
for tt, ww, a, b in [(3, 20, 20, 11.7), (3, 20, 3.9, 11.7),
                     (15, 20, 100, 11.7), (12, 20, 5, 11.7),
                     (20, 8, 20, 11.7)]:
    found = numeric_lengths(two_layers(tt, ww, a, b))[0]
    assert abs(found / scale_length(tt, ww, a, b) - 1) < 2e-5
    small, big = min(tt, ww), max(tt, ww)
    assert max(big, 2 * small) < found < 2 * big
    assert abs(found - tt - ww) > 0.1

# Equal permittivities: symbolic identity and numerical eigenvalues
ks, ts, ws, eq = sp.symbols('k t W epsilon', positive=True)
identity_gap = (secular(ks, ts, ws, eq, eq, sp)
                - eq * sp.expand_trig(sp.sin(ks * ts + ks * ws)))
assert sp.expand(identity_gap) == 0
for tt in (1, 3, 12, 25):
    found = numeric_lengths(two_layers(tt, W, es, es))[0]
    assert abs(found / (tt + W) - 1) < 2e-5
# Equal thicknesses give the total as well, whatever the permittivities
for a in (3.9, 20, 100):
    found = numeric_lengths(two_layers(W, W, a, es))[0]
    assert abs(found / (2 * W) - 1) < 2e-5
    assert abs(scale_length(W, W, a, es) / (2 * W) - 1) < 1e-10

# Limits of very high and very low dielectric permittivity
for tt in (3, 12):
    found = numeric_lengths(two_layers(tt, W, 1e5, es))[0]
    assert abs(found / max(W, 2 * tt) - 1) < 1e-3
found = numeric_lengths(two_layers(t, W, 1e-3, es))[0]
assert abs(found / (2 * W) - 1) < 1e-3


# Thin-dielectric expansion: its remainder must fall as the fifth power
def thin_formula(tt):
    r = es / ei
    base = W + r * tt
    return base + np.pi**2 * r * (1 - r**2) * tt**3 / (3 * base**2)


remainders = [abs(scale_length(x, W, ei, es) - thin_formula(x))
              for x in (1.0, 0.5)]
assert 24 < remainders[0] / remainders[1] < 40

# First two modes of the example and their weighted orthogonality
lam = scale_length(t, W, ei, es)
lam_numeric, lam2_numeric = numeric_lengths(two_layers(t, W, ei, es), 2)
k1, k2_guess = np.pi / lam, np.pi / lam2_numeric
k2 = brentq(secular, 0.999 * k2_guess, 1.001 * k2_guess,
            args=(t, W, ei, es))
lam2 = np.pi / k2
assert abs(lam2 / lam2_numeric - 1) < 1e-4


def mode(y, k):
    """Transverse mode; y is measured down from the gate."""
    return np.where(y <= t, np.sin(k * W) * np.sin(k * y),
                    np.sin(k * t) * np.sin(k * (t + W - y)))


def overlap(ka, kb, wi, ws_):
    def product(y):
        return float(mode(y, ka) * mode(y, kb))
    return (wi * quad(product, 0, t)[0] + ws_ * quad(product, t, t + W)[0])


def cosine(wi, ws_):
    return overlap(k1, k2, wi, ws_) / np.sqrt(
        overlap(k1, k1, wi, ws_) * overlap(k2, k2, wi, ws_))


assert abs(cosine(ei, es)) < 1e-8
assert abs(cosine(1, 1)) > 1e-3

# Full 2D Poisson problem with doping, gate bias and source walls
H = 0.5
cells, mass2d = strip(two_layers(t, W, ei, es), H)
y = H * np.arange(1, len(cells))
n_t = round(t / H)
surface_field = 2 * psi_s / W                       # V/nm
dielectric_field = es * surface_field / ei
gate_potential = psi_s + dielectric_field * t
background = np.where(y <= t, gate_potential - dielectric_field * y,
                      psi_s * (1 - (y - t) / W)**2)
wall_full = np.where(y <= t, gate_potential
                     + (source_potential - gate_potential) * y / t,
                     source_potential)
wall_shallow = np.where(y <= t + W / 2, wall_full, background)


def solve_poisson(length, left, right):
    nx = round(length / H) - 1
    Ky = diags([-cells[1:-1], cells[:-1] + cells[1:], -cells[1:-1]],
               [-1, 0, 1])
    Kx = diags([-np.ones(nx - 1), 2 * np.ones(nx), -np.ones(nx - 1)],
               [-1, 0, 1])
    matrix = kron(Kx, diags([mass2d], [0])) + kron(identity(nx), Ky)
    silicon = np.where(y > t + 1e-9, 1.0,
                       np.where(abs(y - t) < 1e-9, 0.5, 0.0))
    column = -es * (2 * psi_s / W**2) * H**2 * silicon
    column[0] += cells[0] * gate_potential
    rhs = np.tile(column, (nx, 1))
    rhs[0] += mass2d * left
    rhs[-1] += mass2d * right
    return spsolve(matrix.tocsc(), rhs.ravel()).reshape(nx, len(y))


def amplitude(k, wall):
    shape = mode(y, k)
    return (np.sum(mass2d * shape * (wall - background))
            / np.sum(mass2d * shape**2))


probe = n_t - 1 + round(5 / H)                       # 5 nm into silicon
fitted = []
for wall in (wall_full, wall_shallow):
    deviation = solve_poisson(140, wall, background) - background
    near = deviation[round(50 / H) - 1, probe]
    far = deviation[round(80 / H) - 1, probe]
    fitted.append(np.pi * 30 / np.log(near / far))
    assert abs(fitted[-1] / lam - 1) < 3e-3
    predicted = amplitude(k1, wall) * mode(y, k1)[probe] * np.exp(-k1 * 50)
    assert abs(near / predicted - 1) < 0.02

# Midchannel surface potential rise between two equal junctions
short = solve_poisson(gate_length, wall_full, wall_full) - background
rise_2d = short[round(gate_length / 2 / H) - 1, n_t - 1]
rises = [amplitude(k, wall_full) * mode(y, k)[n_t - 1]
         / np.cosh(k * gate_length / 2) for k in (k1, k2)]
assert abs(sum(rises) / rise_2d - 1) < 0.03


# Thermal depletion edge: linear response of mobile carriers
def thermal_length(vt, electrons=False):
    curvature = 2 * psi_s / W**2
    debye = np.sqrt(vt / curvature)
    depth = 0.05 * np.ceil((W + 10 * debye) / 0.05)

    def slope(_, p):
        drive = p[0] + vt * np.expm1(-p[0] / vt)
        return [-np.sqrt(2 * curvature * max(drive, 0.0))]

    profile = solve_ivp(slope, (0, depth), [psi_s], rtol=1e-9,
                        atol=1e-13, dense_output=True)

    def screening(z):
        psi = profile.sol(z)[0]
        carriers = np.exp(-psi / vt)
        if electrons:
            two_phi = 2 * vt * np.log(doping / n_intrinsic)
            carriers = carriers + np.exp((psi - two_phi) / vt)
        return carriers * curvature / vt

    return numeric_lengths(two_layers(t, depth, ei, es), 1, screening)[0]


lam_holes = thermal_length(VT)
lam_carriers = thermal_length(VT, True)
lam_400 = thermal_length(VT * 400 / temperature)
lam_sharp = thermal_length(VT / 16)
assert abs(lam_holes / lam - 1) < 0.03
assert abs(lam_sharp / lam - 1) < 0.003

# Other neglected effects
lam_inter = numeric_lengths([(t, ei, ei),
                             (interlayer, eps_oxide, eps_oxide),
                             (W, es, es)])[0]
lam_aniso = numeric_lengths([(t, ei, lateral_eps), (W, es, es)])[0]
two_phi_f = 2 * VT * np.log(doping / n_intrinsic)
n_surface = doping * np.exp((psi_s - two_phi_f) / VT)
band_density = 2 * (2 * np.pi * sc.m_e * sc.k * temperature
                    / sc.h**2)**1.5 * 1e-6
kappa = np.sqrt(2 * tunnel_mass * sc.m_e * barrier_eV * sc.e) / sc.hbar
exponent = 2 * kappa * t * 1e-9
force = sc.e * surface_field * 1e9
confinement = 2.338107 * (sc.hbar**2 * force**2
                          / (2 * confinement_mass * sc.m_e))**(1 / 3) / sc.e

# Comparison stacks
eot = t * eps_oxide / ei
lam_oxide = scale_length(t, W, eps_oxide, es)
lam_equal = scale_length(t, W, es, es)
lam_eot_oxide = scale_length(eot, W, eps_oxide, es)
thick, eps_thick = 5 * t, 5 * ei
lam_eot_thick = scale_length(thick, W, eps_thick, es)
assert lam_eot_oxide < lam < lam_eot_thick


def show(label, value, unit='', form='.3f'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Dielectric thickness t", t, "nm", '.1f')
show("Silicon depletion depth W", W, "nm", '.1f')
show("Dielectric permittivity (rough)", ei, "", '.1f')
show("Silicon permittivity (rough)", es, "", '.1f')
show("Silicon dioxide permittivity (rough)", eps_oxide, "", '.1f')
show("Surface potential", psi_s, "V", '.2f')
show("Temperature", temperature, "K", '.0f')
show("Gate length", gate_length, "nm", '.1f')
show("Source potential", source_potential, "V", '.2f')
show("Doping from Gaussian formula", doping, "cm^-3", '.3e')
show("Scale length, root of equation", lam, "nm", '.4f')
show("Scale length, finite-volume eigenvalue", lam_numeric, "nm", '.4f')
show("Scale length, thin-dielectric formula", thin_formula(t), "nm", '.4f')
show("First-order value W + (es/ei)t", W + es / ei * t, "nm", '.4f')
show("e-folding length lambda/pi", lam / np.pi, "nm")
show("Second-mode length", lam2, "nm")
show("2D fit, full-depth source", fitted[0], "nm")
show("2D fit, half-depth source", fitted[1], "nm")
show("Equal permittivities, same t", lam_equal, "nm")
show("Silicon dioxide, same t", lam_oxide, "nm")
show("Oxide-equivalent thickness", eot, "nm")
show("Silicon dioxide of that thickness, lambda", lam_eot_oxide, "nm")
show("Thick equivalent stack, thickness", thick, "nm", '.1f')
show("Thick equivalent stack, permittivity", eps_thick, "", '.1f')
show("Thick equivalent stack, lambda", lam_eot_thick, "nm")
for name, value in (("example", lam), ("equal permittivity", lam_equal),
                    ("silicon dioxide same t", lam_oxide),
                    ("thick equivalent", lam_eot_thick)):
    show("exp(-pi L/(2 lambda)), " + name,
         np.exp(-np.pi * gate_length / (2 * value)), "", '.4f')
show("Midchannel surface rise, 2D Poisson", 1e3 * rise_2d, "mV", '.2f')
show("Midchannel surface rise, one mode", 1e3 * rises[0], "mV", '.2f')
show("Midchannel surface rise, two modes", 1e3 * sum(rises), "mV", '.2f')
show("Interfacial oxide thickness", interlayer, "nm", '.1f')
show("Lambda with interfacial oxide", lam_inter, "nm")
show("Lateral permittivity in anisotropy test", lateral_eps, "", '.1f')
show("Lambda with anisotropic dielectric", lam_aniso, "nm")
show("Lambda with thermal holes, 300 K", lam_holes, "nm", '.4f')
show("Lambda with holes and electrons, 300 K", lam_carriers, "nm", '.4f')
show("Lambda with thermal holes, 400 K", lam_400, "nm", '.4f')
show("Lambda with holes, thermal voltage/16", lam_sharp, "nm", '.4f')
show("Intrinsic density (rough)", n_intrinsic, "cm^-3", '.1e')
show("Surface electrons / doping", n_surface / doping, "", '.4f')
show("Surface electrons / band density (mass m)",
     n_surface / band_density, "", '.2e')
show("Bulk holes / band density (mass m)", doping / band_density)
show("Silicon surface field", 10 * surface_field, "MV/cm")
show("High-k dielectric field", 10 * dielectric_field, "MV/cm")
show("Interfacial oxide field",
     10 * es * surface_field / eps_oxide, "MV/cm")
show("Tunnel barrier (rough)", barrier_eV, "eV", '.2f')
show("Tunnel mass (rough)", tunnel_mass, "m", '.2f')
show("WKB exponent", exponent, "", '.2f')
show("WKB factor", np.exp(-exponent), "", '.2e')
show("Confinement mass (rough)", confinement_mass, "m", '.2f')
show("Triangular-well ground energy", confinement, "eV")
print("PASS")
```

Output:

```
Dielectric thickness t: 3.0 nm
Silicon depletion depth W: 20.0 nm
Dielectric permittivity (rough): 20.0
Silicon permittivity (rough): 11.7
Silicon dioxide permittivity (rough): 3.9
Surface potential: 0.90 V
Temperature: 300 K
Gate length: 45.0 nm
Source potential: 1.05 V
Doping from Gaussian formula: 2.910e+18 cm^-3
Scale length, root of equation: 21.8294 nm
Scale length, finite-volume eigenvalue: 21.8294 nm
Scale length, thin-dielectric formula: 21.8272 nm
First-order value W + (es/ei)t: 21.7550 nm
e-folding length lambda/pi: 6.949 nm
Second-mode length: 11.038 nm
2D fit, full-depth source: 21.841 nm
2D fit, half-depth source: 21.836 nm
Equal permittivities, same t: 23.000 nm
Silicon dioxide, same t: 27.140 nm
Oxide-equivalent thickness: 0.585 nm
Silicon dioxide of that thickness, lambda: 21.723 nm
Thick equivalent stack, thickness: 15.0 nm
Thick equivalent stack, permittivity: 100.0
Thick equivalent stack, lambda: 31.114 nm
exp(-pi L/(2 lambda)), example: 0.0392
exp(-pi L/(2 lambda)), equal permittivity: 0.0463
exp(-pi L/(2 lambda)), silicon dioxide same t: 0.0739
exp(-pi L/(2 lambda)), thick equivalent: 0.1031
Midchannel surface rise, 2D Poisson: 18.37 mV
Midchannel surface rise, one mode: 18.93 mV
Midchannel surface rise, two modes: 18.32 mV
Interfacial oxide thickness: 0.5 nm
Lambda with interfacial oxide: 23.170 nm
Lateral permittivity in anisotropy test: 25.0
Lambda with anisotropic dielectric: 21.859 nm
Lambda with thermal holes, 300 K: 21.7727 nm
Lambda with holes and electrons, 300 K: 21.7692 nm
Lambda with thermal holes, 400 K: 21.8048 nm
Lambda with holes, thermal voltage/16: 21.8151 nm
Intrinsic density (rough): 1.0e+10 cm^-3
Surface electrons / doping: 0.0155
Surface electrons / band density (mass m): 1.80e-03
Bulk holes / band density (mass m): 0.116
Silicon surface field: 0.900 MV/cm
High-k dielectric field: 0.526 MV/cm
Interfacial oxide field: 2.700 MV/cm
Tunnel barrier (rough): 1.50 eV
Tunnel mass (rough): 0.15 m
WKB exponent: 14.58
WKB factor: 4.65e-07
Confinement mass (rough): 0.92 m
Triangular-well ground energy: 0.162 eV
PASS
```
